# Which Carriers an Oxide Trap Above the Band Edge Captures, part 1

(Sections cited here and not found follow in the second part.)

## First half: the cost of a capture

An empty trap in the oxide of a transistor can take an electron from the nearby semiconductor. The electron gives up or takes in energy, and the lattice around the trap balances the account with many phonons. No light is emitted. The band supplies electrons at many energies: those at the band edge are plentiful, while the faster ones are rare but may find the capture easier. The problem is to decide which of them the trap mostly captures.

The trap is described by one lattice coordinate $q$. With the trap empty, the lattice energy is
$$V_i(q)=\tfrac12 kq^2 ,$$
and with the electron on the trap it is
$$V_f(q)=D+\tfrac12 k(q-a)^2 .$$
The two wells have the same stiffness $k$, and their minima are a distance $a$ apart. The relaxation energy is $L=\tfrac12ka^2$. It is the energy that the lattice releases when it slides from $q=0$ to $q=a$ in the filled well.

The zero of energy is an empty trap at rest plus an electron at the band edge. Thus $D$ is the height of the relaxed, filled level **above** the band edge. This choice of sign matters, and part (e) returns to it. An electron in the band has energy $E\ge0$ above the edge. The symbol $T$ stands for temperature times Boltzmann's constant, so it is an energy. The algebra is in atomic units, with $\hbar=1$. For hole capture the same formulas hold if energies are measured downward from the valence-band edge.

### (a) Where can an electron of energy $E$ be captured, and what must the lattice pay?

*Solution.* The electron moves much faster than the lattice. During the electronic transition, the position and momentum of the lattice therefore stay the same, and its kinetic energy cancels from the energy balance. What remains is
$$V_i(q)+E=V_f(q).$$
Define the vertical gap $U(q)=V_f(q)-V_i(q)$. Expanding the square gives
$$U(q)=D+\tfrac12k(q^2-2aq+a^2)-\tfrac12kq^2=D+L-kaq .$$
The quadratic terms cancel because the wells have equal stiffness. Capture requires $U(q)=E$, so it happens at
$$q_E=\frac{D+L-E}{ka}.$$
The lattice must first reach this point in the empty well. The energy needed is
$$V_i(q_E)=\frac{k}{2}\,\frac{(D+L-E)^2}{k^2a^2}
=\frac{(D+L-E)^2}{2ka^2}=\frac{(D+L-E)^2}{4L},$$
where the last step uses $ka^2=2L$.

For an electron at the edge, this barrier is $(L+D)^2/(4L)$. It falls as $E$ rises and reaches zero at $E=L+D$, where capture can take place with the empty trap at rest. A single fast electron is therefore easier to capture than a slow one, as long as $E<L+D$. Whether fast electrons matter in total depends on how many there are.

### (b) At what rate is an electron of given energy captured?

*Solution.* Let the electronic coupling $V$ be weak and independent of both $q$ and $E$. Let the lattice be in thermal equilibrium before the capture. Write $m$ and $n$ for vibrational states of the empty and filled wells, with energies $\varepsilon_m$ and $\varepsilon_n$, the latter including $D$. Fermi's golden rule gives
$$w(E)=2\pi|V|^2\sum_{m,n}p_m|\langle n|m\rangle|^2\,\delta(E+\varepsilon_m-\varepsilon_n),$$
where $p_m$ is the thermal probability of state $m$.

Write the delta function as $\delta(x)=\int dt\,e^{ixt}/(2\pi)$. The sum over $n$ then becomes an operator product:
$$w(E)=|V|^2\int_{-\infty}^{\infty}dt\;e^{iEt}\,
\big\langle e^{iH_it}e^{-iH_ft}\big\rangle_i .$$
Here $H_i$ and $H_f=H_i+U$ are the lattice Hamiltonians of the two wells, and the average is taken in the empty well.

For short times the operators can be treated as commuting numbers, and the product becomes $e^{-iUt}$. The time integral then returns a delta function:
$$w(E)=2\pi|V|^2\,\langle\delta(U-E)\rangle_i .$$
This is the energy condition of part (a), averaged over the thermal motion of the lattice.

The condition for this step can be estimated. In a classical lattice $q$ is Gaussian with mean zero and variance $T/k$. The gap $U$ is linear in $q$, so it is Gaussian too. Its mean is $D+L$ and its variance is
$$(ka)^2\,\frac{T}{k}=ka^2T=2LT .$$
The average of $e^{-iUt}$ thus dies out after a time of order $1/\sqrt{2LT}$. The first neglected commutator is $\tfrac12t^2[H_i,U]$. For a lattice mass $M$ and momentum $p$ its size is
$$\tfrac12t^2\,ka\,\frac{|p|}{M}\sim\tfrac12t^2\,ka\sqrt{\frac{T}{M}}
=\tfrac12t^2\,\omega\sqrt{2LT},$$
because $\omega=\sqrt{k/M}$. At $t\sim1/\sqrt{2LT}$ this equals $\omega/(2\sqrt{2LT})$, which must be small. The classical thermal distribution also requires $T$ to be large compared with $\omega/2$. Far out in the wings of the line these conditions become stricter, so part (h) treats the lattice by quantum mechanics.

With the Gaussian inserted, the result is
$$w(E)=2\pi|V|^2F(E),\qquad
F(E)=\frac{1}{\sqrt{4\pi LT}}\exp\!\left[-\frac{(L+D-E)^2}{4LT}\right].$$
The exponent is the barrier of part (a) divided by $T$.

### (c) How are the captures distributed over carrier energy?

*Solution.* Let the carriers follow the Boltzmann distribution, and let $g(E)$ be the density of band states. The number of carriers at energy $E$ is proportional to $g(E)e^{-E/T}$. The number of captures from that energy is therefore proportional to
$$j(E)=g(E)\,e^{-E/T}F(E).$$
The total cost in the exponent is the carrier energy plus the lattice barrier:
$$\Phi(E)=E+\frac{(L+D-E)^2}{4L}.$$

To bring this to a single square, set $x=E-D$, so that $L+D-E=L-x$. Then
$$\Phi=D+x+\frac{L^2-2Lx+x^2}{4L}
=D+\frac L4+\frac x2+\frac{x^2}{4L}.$$
The last three terms are $(x+L)^2/(4L)$. Hence
$$\Phi(E)=D+\frac{[E-(D-L)]^2}{4L},$$
and
$$j(E)=\frac{g(E)\,e^{-D/T}}{\sqrt{4\pi LT}}
\exp\!\left[-\frac{[E-(D-L)]^2}{4LT}\right],\qquad E\ge0 .$$

Apart from the density of states, the captures follow a Gaussian with centre $D-L$ and variance $2LT$, cut off at the band edge. The Boltzmann factor has moved the centre from $L+D$ to $D-L$, a shift of $2L$ that does not depend on temperature.

This centre has a direct meaning. In the filled trap at rest, $q=a$ and the vertical gap is
$$U(a)=D+L-ka^2=D+L-2L=D-L .$$
An electron emitted from the relaxed trap would enter the band at this energy. In thermal equilibrium, every capture process is balanced by the reverse emission. Captures therefore come from the same energies to which the trap emits.

Apart from the density of states, captures from Boltzmann carriers by a classical lattice follow a Gaussian in carrier energy with centre $D-L$ and variance $2LT$, cut off at the band edge. It remains to find which energy dominates at low temperature and the activation energy, to see when the result fails, and to treat finite temperature, a quantum lattice and a worked example.
